# Singlet and triplet blocks of the RHF stability matrix: test program

```python
# Result under test: for a real closed-shell RHF determinant the second-order
# energy under orbital rotations splits into spin blocks,
#   singlet A+B = (e_a-e_i) delta + 4(ai,bj) - (ab,ij) - (aj,bi)
#   triplet A+B = (e_a-e_i) delta            - (ab,ij) - (aj,bi)
#   A-B         = (e_a-e_i) delta            - (ab,ij) + (aj,bi)  (both spins)
# i,j: occupied; a,b: virtual; e: orbital energies; (pq,rs): Coulomb integral
# of the charge clouds pq and rs. Hartree atomic units throughout.
import numpy as np
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.constants import physical_constants
from pyscf import gto, lib

lib.num_threads(1)


def scf(h, eri, nocc, start=None):
    """Damped UHF iteration in an orthonormal basis; equal spins give RHF."""
    n = len(h)
    coulomb = eri.reshape(n * n, n * n)
    exchange = eri.transpose(0, 2, 1, 3).reshape(n * n, n * n)

    def fock(d):
        j = (coulomb @ (d[0] + d[1]).ravel()).reshape(n, n)
        return [h + j - (exchange @ s.ravel()).reshape(n, n) for s in d]

    def fill(f):
        c = np.linalg.eigh(f)[1][:, :nocc]
        return c @ c.T

    d = [fill(h), fill(h)] if start is None else start
    change = 1.0
    for _ in range(20000):
        new = [fill(f) for f in fock(d)]
        change = max(np.abs(new[s] - d[s]).max() for s in (0, 1))
        if change < 1e-11:
            break
        d = [0.7 * new[s] + 0.3 * d[s] for s in (0, 1)]
    assert change < 1e-9, "SCF not converged"
    f = fock(new)
    energy = 0.5 * sum(np.sum((h + f[s]) * new[s]) for s in (0, 1))
    return energy, new, f


def to_basis(eri, c):
    return np.einsum('pqrs,pi,qj,rk,sl->ijkl', eri, c, c, c, c, optimize=True)


def spin_blocks(e, eri, no):
    """The derived spatial-orbital blocks, and the separate terms."""
    nv = len(e) - no
    size = nv * no
    o, v = slice(0, no), slice(no, None)
    gap = np.diag((e[v, None] - e[None, o]).ravel())
    ai_bj = eri[v, o, v, o].reshape(size, size)
    ab_ij = eri[v, v, o, o].transpose(0, 2, 1, 3).reshape(size, size)
    aj_bi = eri[v, o, v, o].transpose(0, 3, 2, 1).reshape(size, size)
    triplet = gap - ab_ij - aj_bi
    return (triplet + 4 * ai_bj, triplet, gap - ab_ij + aj_bi,
            (gap, ab_ij, aj_bi, ai_bj))


def determinant_energy(h, eri, orbitals):
    """Energy of any determinant of complex, spin-mixed orbitals."""
    n = len(h)
    p = (orbitals @ orbitals.conj().T).reshape(2, n, 2, n)
    rho = p[0, :, 0, :] + p[1, :, 1, :]
    one = np.einsum('pq,qp->', h, rho)
    direct = np.einsum('pqrs,qp,sr->', eri, rho, rho, optimize=True)
    exch = np.einsum('pqrs,tsup,uqtr->', eri, p, p, optimize=True)
    return (one + 0.5 * (direct - exch)).real


PAULI = np.array([[[1, 0], [0, 1]], [[0, 1], [1, 0]],
                  [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


def rotated_energy(h, eri, no, x, step):
    """x[m,a,i]: amplitudes of the unit (m=0) and Pauli spin components."""
    n = len(h)
    k = np.zeros((2, n, 2, n), complex)
    k[:, no:, :, :no] = np.einsum('mai,mts->tasi', x, PAULI) / np.sqrt(2)
    k = k.reshape(2 * n, 2 * n)
    occupied = [s * n + i for s in (0, 1) for i in range(no)]
    u = expm(step * (k - k.conj().T))
    return determinant_energy(h, eri, u[:, occupied])


def quadratic_coefficient(h, eri, no, x, s=0.01):
    """Half the second derivative of the energy, five-point formula."""
    w = {-2: -1, -1: 16, 0: -30, 1: 16, 2: -1}
    total = sum(c * rotated_energy(h, eri, no, x, m * s) for m, c in w.items())
    return total / (24 * s * s)


# ---- Model without spatial symmetry: 5 orbitals, 2 doubly occupied ----
rng = np.random.default_rng(7)
n, no = 5, 2
nv = n - no
noise = rng.normal(size=(n, n))
h_model = np.diag([-2.0, -1.4, 0.2, 0.7, 1.1]) + 0.05 * (noise + noise.T)
factors = rng.normal(size=(4, n, n))
factors = 0.1 * (factors + factors.transpose(0, 2, 1))
eri_model = np.einsum('Ppq,Prs->pqrs', factors, factors)
e_model, _, f_model = scf(h_model, eri_model, no)
eps, c = np.linalg.eigh(f_model[0])
h_mo, g_mo = c.T @ h_model @ c, to_basis(eri_model, c)
singlet, triplet, minus, _ = spin_blocks(eps, g_mo, no)
zero = np.zeros((4, nv, no), complex)
assert abs(rotated_energy(h_mo, g_mo, no, zero, 0) - e_model) < 1e-9


def predicted(x):
    total = 0.0
    for m in range(4):
        u, v = x[m].real.ravel(), x[m].imag.ravel()
        total += u @ (singlet if m == 0 else triplet) @ u + v @ minus @ v
    return total


worst_single = 0.0
for m in range(4):
    for phase in (1, 1j):
        x = zero.copy()
        y = rng.normal(size=(nv, no))
        x[m] = phase * y / np.linalg.norm(y)
        diff = quadratic_coefficient(h_mo, g_mo, no, x) - predicted(x)
        worst_single = max(worst_single, abs(diff))
worst_mixed = 0.0
for _ in range(6):
    x = rng.normal(size=zero.shape) + 1j * rng.normal(size=zero.shape)
    x /= np.linalg.norm(x)
    diff = quadratic_coefficient(h_mo, g_mo, no, x) - predicted(x)
    worst_mixed = max(worst_mixed, abs(diff))
assert worst_single < 1e-6 and worst_mixed < 1e-6

# Energy is even in a real triplet rotation of finite size
x = zero.copy()
x[3] = rng.normal(size=(nv, no))
x /= np.linalg.norm(x)
odd_part = abs(rotated_energy(h_mo, g_mo, no, x, 0.4)
               - rotated_energy(h_mo, g_mo, no, x, -0.4))
assert odd_part < 1e-10

# Full spin-orbital matrices: do their spectra contain the blocks as counted?
g_so = np.zeros((2, n) * 4)
for s in (0, 1):
    for t in (0, 1):
        g_so[s, :, s, :, t, :, t, :] = g_mo
g_so = g_so.reshape((2 * n,) * 4)
occ = [s * n + i for s in (0, 1) for i in range(no)]
vir = [s * n + a for s in (0, 1) for a in range(no, n)]
e_so = np.tile(eps, 2)
dim = len(occ) * len(vir)
a_so = (g_so[np.ix_(vir, occ, occ, vir)].transpose(0, 1, 3, 2)
        - g_so[np.ix_(vir, vir, occ, occ)].transpose(0, 3, 1, 2))
a_so = a_so.reshape(dim, dim) + np.diag(
    (e_so[vir][:, None] - e_so[occ][None, :]).ravel())
vovo = g_so[np.ix_(vir, occ, vir, occ)]
b_so = (vovo - vovo.transpose(0, 3, 2, 1)).reshape(dim, dim)
r1, r3, rm = (np.linalg.eigvalsh(q) for q in (singlet, triplet, minus))
dev_plus = np.abs(np.linalg.eigvalsh(a_so + b_so)
                  - np.sort(np.concatenate([r1, r3, r3, rm]))).max()
dev_minus = np.abs(np.linalg.eigvalsh(a_so - b_so)
                   - np.sort(np.concatenate([rm, rm, rm, r3]))).max()
assert dev_plus < 1e-9 and dev_minus < 1e-9

print("MODEL: 5 orbitals, 2 doubly occupied, no spatial symmetry")
print(f"lowest singlet A+B root: {r1[0]:.6f} hartree")
print(f"lowest triplet A+B root: {r3[0]:.6f} hartree")
print(f"lowest A-B root: {rm[0]:.6f} hartree")
print(f"max curvature error, single spin component: {worst_single:.1e} hartree")
print(f"max curvature error, mixed components: {worst_mixed:.1e} hartree")
print(f"E(x)-E(-x), triplet rotation of size 0.4: {odd_part:.1e} hartree")
print(f"spin-orbital matrix dimension: {dim}; spatial block: {nv * no}")
print(f"max spectrum error, A+B: {dev_plus:.1e} hartree")
print(f"max spectrum error, A-B: {dev_minus:.1e} hartree")


# ---- Equilateral H3+ ----
BASIS = 'cc-pvdz'


def h3_ion(side):
    atoms = [['H', (0, 0, 0)], ['H', (side, 0, 0)],
             ['H', (side / 2, side * np.sqrt(3) / 2, 0)]]
    mol = gto.M(atom=atoms, charge=1, basis=BASIS, unit='Bohr', verbose=0)
    w, q = np.linalg.eigh(mol.intor('int1e_ovlp'))
    ortho = (q / np.sqrt(w)) @ q.T
    h = ortho @ (mol.intor('int1e_kin') + mol.intor('int1e_nuc')) @ ortho
    g = to_basis(mol.intor('int2e', aosym='s1'), ortho)
    energy, _, f = scf(h, g, 1)
    e, c = np.linalg.eigh(f[0])
    gm = to_basis(g, c)
    s_plus, t_plus, m_minus, terms = spin_blocks(e, gm, 1)
    roots, vectors = np.linalg.eigh(t_plus)
    # orient the degenerate pair along the in-plane x and y directions
    directions = []
    for r in mol.intor('int1e_r')[:2]:
        moment = (c.T @ ortho @ r @ ortho @ c)[1:, :1].ravel()
        v = vectors[:, :2] @ (vectors[:, :2].T @ moment)
        directions.append(v / np.linalg.norm(v))
    return dict(h=h, g=g, c=c, hm=c.T @ h @ c, gm=gm, energy=energy,
                nuc=mol.energy_nuc(), e=e, roots=roots, terms=terms,
                singlet=np.linalg.eigvalsh(s_plus)[0],
                minus=np.linalg.eigvalsh(m_minus)[0], directions=directions)


def polarized_uhf(ion, direction, size):
    """UHF started from opposite rotations of the two spin orbitals."""
    k = np.zeros_like(ion['h'])
    k[1:, 0] = size * direction / np.sqrt(2)
    start = []
    for sign in (1, -1):
        orbital = ion['c'] @ expm(sign * (k - k.T))[:, :1]
        start.append(orbital @ orbital.T)
    energy, d, _ = scf(ion['h'], ion['g'], 1, start)
    return energy, 1 - np.sum(d[0] * d[1])


def lowest_triplet(side):
    return h3_ion(side)['roots'][0]


compact = 1.6
upper = compact
while lowest_triplet(upper) > 0:
    upper += 0.2
    assert upper < 7, "no triplet instability found"
assert upper > compact
onset = brentq(lowest_triplet, upper - 0.2, upper, xtol=1e-8)
stretched = round(onset + 0.5, 1)
to_angstrom = physical_constants['Bohr radius'][0] * 1e10

print(f"H3+ equilateral, basis {BASIS}, functions: {len(h3_ion(compact)['e'])}")
for name, side in (("compact", compact), ("stretched", stretched)):
    ion = h3_ion(side)
    v = ion['directions'][0]
    gap, ab_ij, aj_bi, ai_bj = (v @ q @ v for q in ion['terms'])
    root = ion['roots'][0]
    x = np.zeros((4, len(v), 1), complex)
    x[3, :, 0] = v
    numeric = quadratic_coefficient(ion['hm'], ion['gm'], 1, x)
    assert abs(numeric - root) < 1e-6
    assert abs(ion['roots'][1] - root) < 1e-7
    assert np.linalg.eigvalsh(ion['terms'][3])[0] > -1e-10
    assert ion['singlet'] >= root
    print(f"[{name}] side length: {side:.1f} bohr")
    print(f"  RHF total energy: {ion['energy'] + ion['nuc']:.6f} hartree")
    print(f"  occupied, lowest virtual orbital energy: "
          f"{ion['e'][0]:.6f}, {ion['e'][1]:.6f} hartree")
    print(f"  orbital-energy gap part: {gap:.6f} hartree")
    print(f"  (ab,ij) part: {ab_ij:.6f} hartree")
    print(f"  (aj,bi) part: {aj_bi:.6f} hartree")
    print(f"  two lowest triplet A+B roots: {root:.6f}, "
          f"{ion['roots'][1]:.6f} hartree")
    print(f"  triplet root by finite differences: {numeric:.6f} hartree")
    print(f"  lowest singlet A+B root: {ion['singlet']:.6f} hartree")
    print(f"  lowest A-B root: {ion['minus']:.6f} hartree")
    for axis, direction in zip("xy", ion['directions']):
        e_uhf, s2 = polarized_uhf(ion, direction, 0.5)
        change = e_uhf - ion['energy']
        if name == "compact":
            assert abs(change) < 1e-8 and abs(s2) < 1e-6
        else:
            assert change < -1e-5 and s2 > 1e-3
        print(f"  UHF from {axis} start: E(UHF)-E(RHF) = "
              f"{change + 0.0:.6f} hartree, <S^2> = {abs(s2):.4f}")

print(f"triplet onset side length: {onset:.4f} bohr = "
      f"{onset * to_angstrom:.4f} angstrom")
for shift in (-0.1, 0.1):
    ion = h3_ion(onset + shift)
    e_uhf, s2 = polarized_uhf(ion, ion['directions'][0], 0.05)
    change = e_uhf - ion['energy']
    if shift < 0:
        assert ion['roots'][0] > 0 and abs(change) < 1e-8
    else:
        assert ion['roots'][0] < 0 and change < -1e-6
    print(f"onset {shift:+.1f} bohr: triplet root {ion['roots'][0]:.6f}, "
          f"E(UHF)-E(RHF) {change:.2e} hartree, <S^2> {abs(s2):.4f}")

print("all good")
```

Running it gives:

```
MODEL: 5 orbitals, 2 doubly occupied, no spatial symmetry
lowest singlet A+B root: 1.770605 hartree
lowest triplet A+B root: 1.689518 hartree
lowest A-B root: 1.743810 hartree
max curvature error, single spin component: 6.2e-10 hartree
max curvature error, mixed components: 9.3e-10 hartree
E(x)-E(-x), triplet rotation of size 0.4: 0.0e+00 hartree
spin-orbital matrix dimension: 24; spatial block: 6
max spectrum error, A+B: 2.7e-15 hartree
max spectrum error, A-B: 3.6e-15 hartree
H3+ equilateral, basis cc-pvdz, functions: 15
[compact] side length: 1.6 bohr
  RHF total energy: -1.292224 hartree
  occupied, lowest virtual orbital energy: -1.227826, -0.183138 hartree
  orbital-energy gap part: 1.135168 hartree
  (ab,ij) part: 0.583210 hartree
  (aj,bi) part: 0.126988 hartree
  two lowest triplet A+B roots: 0.424970, 0.424970 hartree
  triplet root by finite differences: 0.424970 hartree
  lowest singlet A+B root: 0.804950 hartree
  lowest A-B root: 0.650821 hartree
  UHF from x start: E(UHF)-E(RHF) = -0.000000 hartree, <S^2> = 0.0000
  UHF from y start: E(UHF)-E(RHF) = -0.000000 hartree, <S^2> = 0.0000
[stretched] side length: 3.6 bohr
  RHF total energy: -1.069751 hartree
  occupied, lowest virtual orbital energy: -0.750766, -0.317585 hartree
  orbital-energy gap part: 0.451175 hartree
  (ab,ij) part: 0.397684 hartree
  (aj,bi) part: 0.125069 hartree
  two lowest triplet A+B roots: -0.071578, -0.071578 hartree
  triplet root by finite differences: -0.071578 hartree
  lowest singlet A+B root: 0.390296 hartree
  lowest A-B root: 0.171269 hartree
  UHF from x start: E(UHF)-E(RHF) = -0.010054 hartree, <S^2> = 0.4802
  UHF from y start: E(UHF)-E(RHF) = -0.010219 hartree, <S^2> = 0.4902
triplet onset side length: 3.0630 bohr = 1.6209 angstrom
onset -0.1 bohr: triplet root 0.016270, E(UHF)-E(RHF) -1.78e-15 hartree, <S^2> 0.0000
onset +0.1 bohr: triplet root -0.015237, E(UHF)-E(RHF) -4.50e-04 hartree, <S^2> 0.1144
all good
```
